# Film stress from the curvature of a nonuniformly strained wafer, part 1

(Sections cited here and not found follow in the second part.)

## First half: from misfit to curvature

A circular wafer of radius $R$ and thickness $h_s$ carries a film of uniform thickness $h_f$ on one face. Both layers are linearly elastic and isotropic in the plane, with Young's moduli $E_s,E_f$ and Poisson ratios $\nu_s,\nu_f$, and they are perfectly bonded. Detached from the wafer, a small piece of film at radius $r$ would have the equibiaxial strain $\varepsilon_m(r)$ relative to the flat wafer. This is the misfit strain. It depends on radius alone and varies slowly over distances comparable with $h_s$.

The wafer is flat before the film is present, or else its initial shape has been subtracted. Afterwards it is free: no load acts on its faces, and no force or moment acts on its edge. We take $h_f\ll h_s\ll R$ and small slopes, so that the equations are linear.

Measure $z$ from the middle plane of the substrate towards the film. Let $u(r)$ be the radial displacement of that plane and $w(r)$ its deflection along $+z$. Primes denote $d/dr$. In thin-plate theory a normal to the middle plane stays straight and normal, so the radial displacement at height $z$ is $u-zw'$. Hence

$$
\varepsilon_r=u'-z\kappa_r,\qquad \varepsilon_\theta=\frac ur-z\kappa_\theta,\qquad \kappa_r=w'',\quad \kappa_\theta=\frac{w'}r .
$$

Positive curvature means that the wafer is concave on its film side. We shall use the sum $S=\kappa_r+\kappa_\theta$, the mean curvature $H=S/2$, and the area average over the wafer,

$$
\bar f=\frac{2}{R^2}\int_0^R f(r)\,r\,dr .
$$

### (a) What is the film stress, to leading order, in terms of the misfit?

**Solution.** The film is in plane stress, and its stress is caused by the difference between its actual strain and its misfit strain:

$$
\sigma_r=\frac{E_f}{1-\nu_f^2}\left[\varepsilon_r+\nu_f\varepsilon_\theta-(1+\nu_f)\varepsilon_m\right],
$$

with $r$ and $\theta$ exchanged for $\sigma_\theta$. We must compare the actual strain with $\varepsilon_m$.

The film exerts a force per unit length of order $E_fh_f\varepsilon_m$. Spread over the substrate thickness, this force causes a strain of order $E_fh_f\varepsilon_m/(E_sh_s)$. It also has a lever arm $h_s/2$ and so causes a moment of order $E_fh_fh_s\varepsilon_m$. The bending stiffness of the substrate is of order $E_sh_s^3$, which makes the curvature of order $E_fh_f\varepsilon_m/(E_sh_s^2)$. The bending strain at the surface, of order $h_s$ times this curvature, again has the order $E_fh_f\varepsilon_m/(E_sh_s)$.

Both strains are therefore small beside $\varepsilon_m$ when $E_fh_f\ll E_sh_s$. Dropping them gives $\sigma_r=\sigma_\theta=\sigma$, with

$$
\sigma(r)=-\frac{E_f}{1-\nu_f}\,\varepsilon_m(r). \tag{1}
$$

A film that would like to be smaller than the wafer, $\varepsilon_m<0$, is in tension. At this order the stress at a point is set by the misfit at that point. Whatever nonlocality appears later must come from the way in which the wafer converts stress into curvature.

### (b) Find the bending moments and the equation that balances them.

**Solution.** Define the moments of the whole laminate about the substrate's middle plane by $M_r=\int\sigma_r z\,dz$ and $M_\theta=\int\sigma_\theta z\,dz$. In the substrate,

$$
\sigma_r=\frac{E_s}{1-\nu_s^2}\left[u'+\nu_s\frac ur-z(\kappa_r+\nu_s\kappa_\theta)\right].
$$

The part without $z$ gives no moment, because the substrate is symmetric about $z=0$. The other part contains $\int z^2dz=h_s^3/12$. The film contributes its force $h_f\sigma$ times the lever arm $(h_s+h_f)/2$, which is $h_s/2$ to leading order. The film's own bending stiffness is smaller than that of the substrate by a factor of order $E_fh_f/(E_sh_s)$ and is dropped. Thus

$$
M_r=-D(\kappa_r+\nu_s\kappa_\theta)+\tfrac12h_fh_s\sigma,\qquad
M_\theta=-D(\kappa_\theta+\nu_s\kappa_r)+\tfrac12h_fh_s\sigma, \tag{2}
$$

where

$$
D=\frac{E_sh_s^3}{12(1-\nu_s^2)} .
$$

The balance follows from the equilibrium equations of a continuum. The radial one is

$$
\frac{\partial\sigma_r}{\partial r}+\frac{\sigma_r-\sigma_\theta}{r}+\frac{\partial\sigma_{rz}}{\partial z}=0 .
$$

Multiply it by $z$ and integrate through the laminate. The last term, integrated by parts, gives $[z\sigma_{rz}]-Q$ with $Q=\int\sigma_{rz}dz$. The bracket vanishes because the outer faces carry no shear. The vertical equation, integrated in the same way with load-free faces, is $(rQ)'=0$. Hence $rQ$ is a constant. It is zero at the centre, where $Q$ is finite, so $Q=0$ everywhere. What remains is

$$
M_r'+\frac{M_r-M_\theta}{r}=0. \tag{3}
$$

### (c) How much of the relation between stress and curvature is local?

**Solution.** Insert (2) into (3). The film terms cancel in $M_r-M_\theta$, because the film stress is equibiaxial. This leaves

$$
-D\left[\kappa_r'+\nu_s\kappa_\theta'+(1-\nu_s)\frac{\kappa_r-\kappa_\theta}{r}\right]+\tfrac12h_fh_s\sigma'=0 .
$$

The two curvatures belong to one deflection and are not independent:

$$
\kappa_\theta'=\frac{w''}{r}-\frac{w'}{r^2}=\frac{\kappa_r-\kappa_\theta}{r}. \tag{4}
$$

With (4), the square bracket becomes $\kappa_r'+\nu_s\kappa_\theta'+(1-\nu_s)\kappa_\theta'=S'$. Therefore

$$
S'=A\sigma',\qquad A=\frac{h_fh_s}{2D}=\frac{6(1-\nu_s^2)h_f}{E_sh_s^2}, \tag{5}
$$

and integration gives

$$
S(r)=A\sigma(r)+c . \tag{6}
$$

The gradient of the stress is fixed by the local gradient of the curvature sum. The level of the stress is not, because $c$ is still unknown. A constant $S$ belongs to the spherical shape $w=Sr^2/4$, whose moments are uniform and satisfy (3) without any load in the interior. The interior balance cannot detect such a shape, so the edge has to decide how much of it is present.

### (d) Use the free edge to find $c$, and express the stress through measurable curvatures.

**Solution.** At the free edge $M_r(R)=0$. Equation (2), divided by $D$, then gives

$$
\kappa_r(R)+\nu_s\kappa_\theta(R)=A\sigma(R).
$$

The left side equals $S(R)-(1-\nu_s)\kappa_\theta(R)$. Comparison with (6) at $r=R$ yields $c=(1-\nu_s)\kappa_\theta(R)$.

The hoop curvature at the edge is itself an average over the wafer. Since $rS=rw''+w'=(rw')'$,

$$
\bar S=\frac2{R^2}\int_0^R(rw')'\,dr=\frac{2w'(R)}R=2\kappa_\theta(R). \tag{7}
$$

Hence $c=(1-\nu_s)\bar S/2$, and (6) becomes

$$
\boxed{\;\sigma(r)=\frac{E_sh_s^2}{6(1-\nu_s^2)h_f}\left[S(r)-\frac{1-\nu_s}{2}\,\bar S\right]\;} \tag{8}
$$

To compare this with the Stoney relation, define

$$
K=\frac{E_sh_s^2}{6(1-\nu_s)h_f},\qquad\text{so that}\qquad \frac1A=\frac{K}{1+\nu_s}.
$$

With $S=2H$ the right side of (8) is $K[2H-(1-\nu_s)\bar H]/(1+\nu_s)$. Writing $2=(1+\nu_s)+(1-\nu_s)$ gives

$$
\sigma(r)=K\left[H(r)+\frac{1-\nu_s}{1+\nu_s}\bigl(H(r)-\bar H\bigr)\right]. \tag{9}
$$

For uniform misfit, (5) makes $S$ constant. Then $H=\bar H$, and (9) is the Stoney relation $\sigma=KH$. For nonuniform misfit, two wafers with equal curvature at a point have different film stresses there if their average curvatures differ. The coefficient of $\bar H$ is nonzero because an isotropic solid has $\nu_s\le\tfrac12$.

By (7), $\bar H=w'(R)/R$. In this axisymmetric model the nonlocal information is thus contained in the slope at the edge.

Two conditions deserve attention. First, the real film ends at a traction-free side face, where its radial stress vanishes, and plate theory fails within a distance of about $h_s$ from the edge. Equation (3) still holds there, because it follows from equilibrium alone. It lets $M_r$ change across this strip by a fraction of order $h_s/R$ of the hoop moment, so the edge condition may be applied at the inner side of the strip with an error of at most that order. Formula (8) does not give the stress inside the strip.

Secondly, the edge must really be free. If a holder applies an edge moment $M_e$, then $M_r(R)=M_e$, the same steps give $c=(1-\nu_s)\bar S/2-M_e/D$, and (8) fails by a constant.

### (e) Invert the relation. What curvature does a given stress distribution produce?

**Solution.** Average (9) over the wafer. The difference $H-\bar H$ averages to zero, so

$$
\bar\sigma=K\bar H. \tag{10}
$$

The Stoney relation therefore survives for wafer averages. Next, (6) reads $S=A\sigma+(1-\nu_s)\bar H$. From (10), $\bar H=\bar\sigma/K=A\bar\sigma/(1+\nu_s)$, and so

$$
S(r)=A\left[\sigma(r)+\frac{1-\nu_s}{1+\nu_s}\,\bar\sigma\right]. \tag{11}
$$

Stress anywhere on the wafer enters the curvature at $r$ through $\bar\sigma$. If the misfit is changed only far from the centre, the centre stress stays the same by (1), while the centre curvature changes by

$$
\Delta H(0)=\frac A2\,\frac{1-\nu_s}{1+\nu_s}\,\Delta\bar\sigma=\frac{1-\nu_s}{2K}\,\Delta\bar\sigma , \tag{12}
$$

where $A=(1+\nu_s)/K$ was used.

### (f) Find the interface shear, and the first difference between radial and hoop stress.

**Solution.** Integrate the radial equilibrium equation through the film alone. Its upper face is free of shear. With $\tau$ the value of $\sigma_{rz}$ at the interface, and with equal radial and hoop stress at leading order, $h_f\sigma'-\tau=0$. With (5),

$$
\tau=h_f\sigma'=\frac{E_sh_s^2}{6(1-\nu_s^2)}\,S'. \tag{13}
$$

The wafer average has dropped out: the shear depends on the local curvature gradient.

The stress difference requires the small strains omitted in (a). Let $e_r=u'$ and $e_\theta=u/r$ be the strains of the middle plane, and let $C=E_sh_s/(1-\nu_s^2)$. The total in-plane forces are

$$
N_r=C(e_r+\nu_se_\theta)+h_f\sigma,\qquad N_\theta=C(e_\theta+\nu_se_r)+h_f\sigma .
$$

Integrating the radial equilibrium equation through the laminate, now without the factor $z$, gives $N_r'+(N_r-N_\theta)/r=0$. Since $e_\theta'=(e_r-e_\theta)/r$, the algebra of (c) applies again and gives $C(e_r+e_\theta)'=-h_f\sigma'$. By (13), $h_f\sigma'=Ch_sS'/6$, so

$$
(e_r+e_\theta)'=-\frac{h_s}{6}S' .
$$

Put $p=u+h_sw'/6$. The last equation says that $p'+p/r=(rp)'/r$ is constant. The solution that is regular at the centre is proportional to $r$, and for it $p'=p/r$. Written out, this is

$$
e_r-e_\theta=-\frac{h_s}{6}(\kappa_r-\kappa_\theta).
$$

At the interface, $z=h_s/2$, bending adds $-\tfrac12h_s(\kappa_r-\kappa_\theta)$. The strain difference there is $-\tfrac23h_s(\kappa_r-\kappa_\theta)$. The misfit cancels when the two film stresses are subtracted, and the elastic factor is $E_f(1-\nu_f)/(1-\nu_f^2)=E_f/(1+\nu_f)$. Hence

$$
\sigma_r-\sigma_\theta=-\frac{2E_fh_s}{3(1+\nu_f)}(\kappa_r-\kappa_\theta). \tag{14}
$$

The curvatures are of order $h_f\sigma/(E_sh_s^2)$, which makes this difference of order $E_fh_f/(E_sh_s)$ relative to $\sigma$. That agrees with the estimate used in (a).

## Second half: reading a real wafer

The symbols are those of the first half. The film stress is $\sigma(r)$. The wafer has radius $R$, thickness $h_s$ and elastic constants $E_s,\nu_s$, and the film has thickness $h_f$. The radial and hoop curvatures are $\kappa_r$ and $\kappa_\theta$, $H$ is half their sum, and a bar is an area average. For a free wafer, to leading order in film thickness,

$$
\sigma=K\left[H+\frac{1-\nu_s}{1+\nu_s}(H-\bar H)\right],\qquad
\bar\sigma=K\bar H,\qquad K=\frac{E_sh_s^2}{6(1-\nu_s)h_f}.
$$

We also need $\kappa_\theta(R)=\bar H$, and the edge condition $\kappa_r(R)+\nu_s\kappa_\theta(R)=(1+\nu_s)\sigma(R)/K$.

### (g) What is lost if the Stoney relation is applied point by point?

**Solution.** Call the pointwise reading $\sigma_{\rm loc}=KH$. Subtract $\bar\sigma=K\bar H$ from the nonlocal relation:

$$
\sigma-\bar\sigma=K\left[1+\frac{1-\nu_s}{1+\nu_s}\right](H-\bar H)=\frac{2K}{1+\nu_s}(H-\bar H).
$$

For the pointwise reading, $\sigma_{\rm loc}-\bar\sigma=K(H-\bar H)$. Therefore

$$
\sigma_{\rm loc}-\bar\sigma=\frac{1+\nu_s}{2}(\sigma-\bar\sigma),\qquad
\sigma_{\rm loc}-\sigma=-\frac{1-\nu_s}{2}(\sigma-\bar\sigma). \tag{15}
$$

Pointwise Stoney has the right average but shrinks each departure from it by the factor $(1+\nu_s)/2$. It makes the film look more uniform than it is. It is correct at radii where the stress equals its wafer average.

The factor has a mechanical origin. A uniform film moment $m=h_fh_s\sigma/2$ bends the plate equally in two directions. Each curvature is then $m/[D(1+\nu_s)]$, and their sum is $2m/[D(1+\nu_s)]$. A variation of $m$ changes the sum by only $\Delta m/D$, as (5) shows. The wafer thus responds less to variations than to the mean, in the ratio $(1+\nu_s)/2$.

A scan along a diameter may supply $\kappa_r$ alone. At the centre $\kappa_r=\kappa_\theta$, and the reading $K\kappa_r$ equals $\sigma_{\rm loc}$. At the edge, the edge condition and $\kappa_\theta(R)=\bar\sigma/K$ give

$$
K\kappa_r(R)=(1+\nu_s)\sigma(R)-\nu_s\bar\sigma,
$$

so its error there is

$$
K\kappa_r(R)-\sigma(R)=\nu_s\,[\sigma(R)-\bar\sigma]. \tag{16}
$$

For $\nu_s>0$ this error has the opposite sign to that of $\sigma_{\rm loc}$ at the same place.

For a free, isotropic wafer, the film stress at a point follows from the local curvature together with its wafer average, whereas the Stoney relation applied point by point keeps the average but shrinks each departure from it by the factor $(1+\nu_s)/2$. It remains to ask whether the average law survives on cubic silicon, to compare the readings in a numerical example, and to estimate the neglected effects, including gravity.
